# Collective decay and exchange of N emitters in free space

Consider $N$ identical two-level emitters at fixed points $\mathbf r_i$ in free space. Emitter $i$ has ground state $|g\rangle$, excited state $|e\rangle$, transition frequency $\omega_0$ and lowering operator $\sigma_i^-=|g\rangle\langle e|$. With $\mathbf d_i=\langle g|\mathbf D_i|e\rangle$, its dipole operator is

$$\mathbf D_i=\mathbf d_i\sigma_i^-+\mathbf d_i^*\sigma_i^+ .$$

The emitters are neutral point dipoles that do not overlap. In multipolar coupling their whole mutual interaction is then carried by the field,

$$V=-\sum_i\mathbf D_i\cdot\mathbf E(\mathbf r_i),$$

where $\mathbf E$ is the transverse displacement field divided by $\varepsilon_0$. No separate Coulomb term between emitters is added. The field starts in its vacuum, uncorrelated with the emitters. SI units are used, and $J$ and $\Gamma$ below are angular frequencies and rates. The task is to find the equation of motion of the emitters alone.

## (a) The Green tensor

**Find the outgoing solution of $\nabla\times\nabla\times G-k^2G=\mathbb 1\,\delta(\mathbf R)$, with $k=\omega/c$ and $\mathbf R=\mathbf r-\mathbf r'$.**

The divergence of a curl vanishes, so the divergence of the equation gives $-k^2\nabla\cdot G=\nabla\delta$. Insert this into $\nabla\times\nabla\times G=\nabla(\nabla\cdot G)-\nabla^2G$:

$$-(\nabla^2+k^2)G=\Big(\mathbb 1+\frac{\nabla\nabla}{k^2}\Big)\delta(\mathbf R).$$

The outgoing scalar wave $g=e^{ikR}/(4\pi R)$ obeys $-(\nabla^2+k^2)g=\delta$. Hence $G=(\mathbb 1+\nabla\nabla/k^2)g$.

For a function of $R$, with $\mathbf n=\mathbf R/R$,

$$\nabla\nabla g=\frac{g'}{R}(\mathbb 1-\mathbf n\mathbf n)+g''\,\mathbf n\mathbf n .$$

Here $g'=(ik-1/R)g$, and differentiating again gives

$$g''=\Big[\Big(ik-\frac1R\Big)^2+\frac1{R^2}\Big]g=\Big(-k^2-\frac{2ik}{R}+\frac2{R^2}\Big)g .$$

With $\xi=kR$, away from the source,

$$G=\frac{e^{i\xi}}{4\pi R}\Big[\Big(1+\frac i\xi-\frac1{\xi^2}\Big)(\mathbb 1-\mathbf n\mathbf n)+\Big(-\frac{2i}\xi+\frac2{\xi^2}\Big)\mathbf n\mathbf n\Big].$$

$G$ is a symmetric tensor and is even in $\mathbf R$.

## (b) Vacuum fluctuations

**Express the vacuum correlation of the field through $G$.**

In a box of volume $\mathcal V$, with real polarization vectors $\mathbf e_\lambda$,

$$\mathbf E(\mathbf r)=i\sum_{\mathbf k\lambda}\sqrt{\frac{\hbar\omega_k}{2\varepsilon_0\mathcal V}}\,\mathbf e_\lambda\big(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}-a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\big).$$

In the vacuum $\langle aa^\dagger\rangle=1$ is the one nonzero pair average for each mode. The polarization sum is $\mathbb 1-\hat{\mathbf k}\hat{\mathbf k}$, and $\sum_{\mathbf k}\to\mathcal V/(8\pi^3c^3)\int\omega^2d\omega\,d\Omega$. Therefore

$$\langle E_a(\mathbf r,\tau)E_b(\mathbf r',0)\rangle=\frac{\hbar}{16\pi^3\varepsilon_0c^3}\int_0^\infty d\omega\,\omega^3e^{-i\omega\tau}\int d\Omega\,(\mathbb 1-\hat{\mathbf k}\hat{\mathbf k})_{ab}e^{i\mathbf k\cdot\mathbf R}.$$

For the angular integral, $\hat{\mathbf k}\hat{\mathbf k}\,e^{i\mathbf k\cdot\mathbf R}=-(\nabla\nabla/k^2)e^{i\mathbf k\cdot\mathbf R}$, and

$$\int d\Omega\,e^{i\mathbf k\cdot\mathbf R}=4\pi\frac{\sin\xi}{\xi}=\frac{16\pi^2}{k}\,\mathrm{Im}\,g .$$

Applying $\mathbb 1+\nabla\nabla/k^2$ to both sides gives

$$\int d\Omega\,(\mathbb 1-\hat{\mathbf k}\hat{\mathbf k})e^{i\mathbf k\cdot\mathbf R}=\frac{16\pi^2}{k}\,\mathrm{Im}\,G .$$

Since $1/k=c/\omega$, the correlation is

$$\langle E_a(\mathbf r,\tau)E_b(\mathbf r',0)\rangle=\frac{\hbar}{\pi\varepsilon_0c^2}\int_0^\infty d\omega\,\omega^2\,\mathrm{Im}\,G_{ab}(\mathbf r,\mathbf r',\omega)\,e^{-i\omega\tau}.$$

At $\mathbf R=0$ the angular integral is $(8\pi/3)\mathbb 1$, so $\mathrm{Im}\,G=(k/6\pi)\mathbb 1$ is finite there, whereas $\mathrm{Re}\,G$ diverges.

## (c) Tracing out the field

**Derive the emitter equation to second order in $V$, and average away terms oscillating at $2\omega_0$.**

In the interaction picture the total state obeys $\dot\rho_{\rm tot}=-(i/\hbar)[V(t),\rho_{\rm tot}]$. Integrate once, substitute the result into the right side, and trace over the field. The first-order term vanishes because $\langle\mathbf E\rangle=0$. To second order, replace $\rho_{\rm tot}$ inside the double commutator by $\rho\otimes|0\rangle\langle0|$ (Born). If $\rho$ changes little during the field's memory and the light travel time between emitters, replace $\rho(t-\tau)$ by $\rho(t)$ and extend the time integral to infinity (Markov):

$$\dot\rho=-\frac1{\hbar^2}\int_0^\infty d\tau\,\mathrm{Tr}_F\big[V(t),[V(t-\tau),\rho\otimes|0\rangle\langle0|]\big].$$

The term $V(t)V(t-\tau)\rho$ carries the correlation $\langle E_a(\tau)E_b(0)\rangle$. By cyclicity of the field trace, so does $-V(t-\tau)\rho V(t)$. Together they form a commutator, and the other two terms are its adjoint. With repeated Cartesian indices summed,

$$\dot\rho=-\frac1{\hbar^2}\sum_{ij}\int_0^\infty d\tau\,\langle E_a(\mathbf r_i,\tau)E_b(\mathbf r_j,0)\rangle\,[D_i^a(t),D_j^b(t-\tau)\rho]+\text{h.c.}$$

Here

$$\mathbf D_j(t-\tau)=\mathbf d_j\sigma_j^-e^{-i\omega_0t}e^{i\omega_0\tau}+\mathbf d_j^*\sigma_j^+e^{i\omega_0t}e^{-i\omega_0\tau}.$$

Products of two raising or two lowering operators oscillate as $e^{\pm2i\omega_0t}$. They average out if all collective rates and exchange frequencies are far below $\omega_0$. Two kinds of term remain: $\sigma_i^+$ with $\sigma_j^-$, and $\sigma_i^-$ with $\sigma_j^+$.

Define the spectral function

$$\Gamma_{ij}(\omega)=\frac{2\omega^2}{\hbar\varepsilon_0c^2}\,\mathbf d_i^*\cdot\mathrm{Im}\,G(\mathbf r_i,\mathbf r_j,\omega)\cdot\mathbf d_j .$$

The first kind contains $(1/2\pi)\int_0^\infty d\omega\,\Gamma_{ij}(\omega)e^{-i\omega\tau}$. The second has $\mathbf d_i$ and $\mathbf d_j^*$ exchanged in their roles, which gives $\Gamma_{ji}(\omega)$ because $\mathrm{Im}\,G$ is symmetric and even in $\mathbf R$.

With a convergence factor $e^{-\epsilon\tau}$, the time integral is

$$\int_0^\infty e^{ix\tau-\epsilon\tau}d\tau=\frac{\epsilon+ix}{\epsilon^2+x^2}\to\pi\delta(x)+i\,\mathrm P\frac1x .$$

For the first kind $x=\omega_0-\omega$, which yields $\tfrac12\Gamma_{ij}(\omega_0)+iS^+_{ij}$. For the second $x=-\omega_0-\omega$ never vanishes, so that kind yields $iS^-_{ji}$. The shifts are

$$S^\pm_{ij}=-\frac1{2\pi}\,\mathrm P\!\int_0^\infty d\omega\,\frac{\Gamma_{ij}(\omega)}{\omega\mp\omega_0}.$$

Writing $\Gamma_{ij}$ for $\Gamma_{ij}(\omega_0)$,

$$\dot\rho=-\sum_{ij}\Big\{\big(\tfrac12\Gamma_{ij}+iS^+_{ij}\big)[\sigma_i^+,\sigma_j^-\rho]+iS^-_{ji}[\sigma_i^-,\sigma_j^+\rho]\Big\}+\text{h.c.}$$

## (d) Separating decay from exchange

**Bring this equation to a Hamiltonian part plus a decay part.**

Since $\mathrm{Im}\,G$ is real and symmetric, $\Gamma_{ij}^*=\Gamma_{ji}$, and likewise for $S^\pm$. Expand the first commutator, and in its adjoint exchange the labels $i$ and $j$. The two pieces are

$$-\big(\tfrac12\Gamma_{ij}+iS^+_{ij}\big)(\sigma_i^+\sigma_j^-\rho-\sigma_j^-\rho\sigma_i^+)$$

and

$$-\big(\tfrac12\Gamma_{ij}-iS^+_{ij}\big)(\rho\sigma_i^+\sigma_j^--\sigma_j^-\rho\sigma_i^+).$$

In their sum $S^+$ cancels from the sandwiched term $\sigma_j^-\rho\sigma_i^+$ and survives as $-iS^+_{ij}[\sigma_i^+\sigma_j^-,\rho]$. The $S^-$ terms have no $\Gamma$ part and $S^-$ is Hermitian, so by the same cancellation they leave $-i[\sum_{ij}S^-_{ji}\sigma_i^-\sigma_j^+,\rho]$.

For $i\ne j$ the operators commute, and relabelling turns this sum into $\sum S^-_{ij}\sigma_i^+\sigma_j^-$. The exchange coupling is therefore $J_{ij}=S^+_{ij}+S^-_{ij}$. For $i=j$, $\sigma_i^-\sigma_i^+=1-\sigma_i^+\sigma_i^-$, so the transition frequency shifts by $S^+_{ii}-S^-_{ii}$. This shift diverges for a point dipole; it belongs to a single emitter and is absorbed in the observed $\omega_0$. Back in the Schrödinger picture,

$$\dot\rho=-i\Big[\sum_i\omega_0\sigma_i^+\sigma_i^-+\sum_{i\ne j}J_{ij}\sigma_i^+\sigma_j^-,\rho\Big]+\sum_{ij}\Gamma_{ij}\Big(\sigma_j^-\rho\sigma_i^+-\tfrac12\{\sigma_i^+\sigma_j^-,\rho\}\Big).$$

This is the Lehmberg-Agarwal master equation, with

$$\Gamma_{ij}=\frac{2\omega_0^2}{\hbar\varepsilon_0c^2}\,\mathbf d_i^*\cdot\mathrm{Im}\,G(\mathbf r_i,\mathbf r_j,\omega_0)\cdot\mathbf d_j .$$

$J_{ij}$ is still an integral over all field frequencies.

## (e) The exchange integral

**Evaluate $J_{ij}$ for $i\neq j$. What happens if the counter-rotating terms of $V$ are dropped at the start?**

By the angular integral in (b), $\mathrm{Im}\,G$ is $k$ times an even function of $k$. So $\Gamma_{ij}(\omega)$, continued to negative frequencies, is odd. Substituting $\omega\to-\omega$ in the counter-rotating part,

$$\int_0^\infty\frac{\Gamma_{ij}(\omega)}{\omega+\omega_0}d\omega=\int_{-\infty}^0\frac{\Gamma_{ij}(-\omega)}{\omega_0-\omega}d\omega=\int_{-\infty}^0\frac{\Gamma_{ij}(\omega)}{\omega-\omega_0}d\omega .$$

The two parts join into one integral:

$$J_{ij}=-\frac1{2\pi}\,\mathrm P\!\int_{-\infty}^\infty\frac{\Gamma_{ij}(\omega)}{\omega-\omega_0}\,d\omega .$$

Let $F(\omega)=\omega^2G$. From (a),

$$F=\frac{c^2e^{i\xi}}{4\pi R^3}\big[(\xi^2+i\xi-1)(\mathbb 1-\mathbf n\mathbf n)+(2-2i\xi)\mathbf n\mathbf n\big],\qquad\xi=\frac{\omega R}c ,$$

which has no singularity at finite $\omega$. It grows on the real axis, so the point-dipole integral needs a cutoff. Multiply $F$ by $w=e^{-a^2(\omega^2-\omega_0^2)}$, where $a$ is a time much shorter than $R/c$, such as the light travel time across an emitter. This factor is 1 at resonance.

Take a path along the real axis that passes above the pole on a small clockwise semicircle. It gives the principal value minus $i\pi F(\omega_0)$. No singularity lies above it, so it can be raised to $\mathrm{Im}\,\omega=y$. There $|e^{i\xi}|=e^{-yR/c}$, while $w$ gains at most $e^{a^2y^2}$. At $y=R/(2ca^2)$ the product is $e^{-R^2/(4c^2a^2)}$, which outweighs every power of $1/a$ as $a\to0$. The raised integral vanishes in that limit, so

$$\mathrm P\!\int_{-\infty}^\infty\frac{F(\omega)w(\omega)}{\omega-\omega_0}d\omega\to i\pi F(\omega_0).$$

The imaginary part of this tensor relation turns $\mathrm{Im}\,F$ under the integral into $\pi\,\mathrm{Re}\,F(\omega_0)$. Since $\Gamma_{ij}(\omega)=(2/\hbar\varepsilon_0c^2)\,\mathbf d_i^*\cdot\mathrm{Im}\,F\cdot\mathbf d_j$,

$$J_{ij}=-\frac{\omega_0^2}{\hbar\varepsilon_0c^2}\,\mathbf d_i^*\cdot\mathrm{Re}\,G(\mathbf r_i,\mathbf r_j,\omega_0)\cdot\mathbf d_j,\qquad i\neq j .$$

For complex dipoles, the real part is taken of $G$ and not of the whole product.

Dropping the counter-rotating terms of $V$ removes $S^-$ and leaves $J_{ij}=S^+_{ij}$, which in general differs from the Green-tensor result. For dipoles across or along the separation the missing part is about half of $J_{ij}$ when $\omega_0R/c\ll1$ and below 1% of it at $\omega_0R/c=10$. It has opposite signs for these two orientations, so for parallel dipoles it vanishes at one intermediate angle. The averaging in (c) is a different step: it acts after the field has been traced out and keeps $S^-$.

## (f) Two emitters

**For two equal, real, parallel dipoles at angle $\theta$ to their separation, find $\Gamma_{12}$, $J_{12}$ and the decay of one shared excitation.**

From $\mathrm{Im}\,G=(k_0/6\pi)\mathbb 1$ at coincidence, with $k_0=\omega_0/c$, the single-emitter rate is

$$\Gamma_0=\frac{2\omega_0^2d^2}{\hbar\varepsilon_0c^2}\,\frac{k_0}{6\pi}=\frac{\omega_0^3d^2}{3\pi\varepsilon_0\hbar c^3}.$$

Thus, with $\hat{\mathbf d}$ the unit dipole, $\Gamma_{12}/\Gamma_0=(6\pi/k_0)\,\hat{\mathbf d}\cdot\mathrm{Im}\,G\cdot\hat{\mathbf d}$ and $J_{12}/\Gamma_0=-(3\pi/k_0)\,\hat{\mathbf d}\cdot\mathrm{Re}\,G\cdot\hat{\mathbf d}$. The projections of $\mathbb 1-\mathbf n\mathbf n$ and $\mathbf n\mathbf n$ are $\sin^2\theta$ and $\cos^2\theta$. The imaginary parts of $e^{i\xi}$ times the two brackets in (a) are

$$\sin\xi+\frac{\cos\xi}\xi-\frac{\sin\xi}{\xi^2},\qquad-2\Big(\frac{\cos\xi}\xi-\frac{\sin\xi}{\xi^2}\Big),$$

and the real parts are

$$\cos\xi-\frac{\sin\xi}\xi-\frac{\cos\xi}{\xi^2},\qquad2\Big(\frac{\sin\xi}\xi+\frac{\cos\xi}{\xi^2}\Big).$$

Using $\sin^2\theta-2\cos^2\theta=1-3\cos^2\theta$ and $1/(4\pi R)=k_0/(4\pi\xi)$,

$$\frac{\Gamma_{12}}{\Gamma_0}=\frac32\Big[\sin^2\theta\,\frac{\sin\xi}\xi+(1-3\cos^2\theta)\Big(\frac{\cos\xi}{\xi^2}-\frac{\sin\xi}{\xi^3}\Big)\Big],$$

$$\frac{J_{12}}{\Gamma_0}=\frac34\Big[-\sin^2\theta\,\frac{\cos\xi}\xi+(1-3\cos^2\theta)\Big(\frac{\sin\xi}{\xi^2}+\frac{\cos\xi}{\xi^3}\Big)\Big].$$

As $\xi\to0$, $\cos\xi/\xi^2-\sin\xi/\xi^3\to-\tfrac12+\tfrac16=-\tfrac13$, so $\Gamma_{12}\to\Gamma_0$. The exchange tends to $3\Gamma_0(1-3\cos^2\theta)/(4\xi^3)=d^2(1-3\cos^2\theta)/(4\pi\varepsilon_0\hbar R^3)$, the static dipole-dipole energy divided by $\hbar$, provided $1-3\cos^2\theta\neq0$. At the angle where this factor vanishes, $\sin^2\theta=\tfrac23$ and $J_{12}=-\Gamma_0\cos\xi/(2\xi)$ remains. At large $\xi$ both couplings vanish.

With one excitation, the sandwiched term feeds the ground state. The amplitudes of $|eg\rangle$ and $|ge\rangle$, in the frame rotating at $\omega_0$, obey

$$i\dot c_1=-\tfrac i2\Gamma_0c_1+\big(J_{12}-\tfrac i2\Gamma_{12}\big)c_2,$$

and the same with 1 and 2 exchanged. Adding and subtracting the two equations shows that $(|eg\rangle\pm|ge\rangle)/\sqrt2$ has frequency $\omega_0\pm J_{12}$ and decay rate $\Gamma_0\pm\Gamma_{12}$. Where $\Gamma_{12}\neq0$, interference of the two emitted waves makes one state decay faster than $\Gamma_0$ (called bright) and the other slower (called dark). The slower state stops radiating only in the limit $\xi\to0$, and at large $\xi$ both rates return to $\Gamma_0$.

## (g) Emission by many emitters

**Show that $\Gamma$ has no negative eigenvalue. Find the photon emission rate and, for equal $|\mathbf d_i|$, its initial slope from full inversion.**

For any numbers $v_i$, let $\mathbf u=\sum_jv_j\mathbf d_je^{-i\mathbf k\cdot\mathbf r_j}$. By (b), $\sum_{ij}v_i^*\Gamma_{ij}v_j$ is a positive constant times $\int d\Omega\,\mathbf u^*\cdot(\mathbb 1-\hat{\mathbf k}\hat{\mathbf k})\cdot\mathbf u\ge0$. Diagonalizing $\Gamma$ therefore gives decay channels with nonnegative rates, and the equation has Lindblad form.

Let $n=\sum_i\sigma_i^+\sigma_i^-$ count excitations. It commutes with the Hamiltonian and with $\sigma_i^+\sigma_j^-$, and $n\sigma_j^-=\sigma_j^-(n-1)$. Each decay term changes $\langle n\rangle$ at the rate

$$\Gamma_{ij}\langle\sigma_i^+\sigma_j^-(n-1)-\sigma_i^+\sigma_j^-n\rangle=-\Gamma_{ij}\langle\sigma_i^+\sigma_j^-\rangle .$$

One photon leaves per lost excitation, so the emission rate is $W=\langle M\rangle$ with $M=\sum_{ij}\Gamma_{ij}\sigma_i^+\sigma_j^-$.

In the fully inverted state $|E\rangle$, $\sigma_i^+\sigma_j^-|E\rangle=\delta_{ij}|E\rangle$. Hence $M|E\rangle=N\Gamma_0|E\rangle$, and the exchange Hamiltonian gives zero. The master equation then yields

$$\dot W(0)=\sum_{ij}\Gamma_{ij}\langle E|\sigma_i^+M\sigma_j^-|E\rangle-N^2\Gamma_0^2 .$$

Inside the sum stands $\Gamma_{ij}\Gamma_{kl}\langle E|\sigma_i^+\sigma_k^+\sigma_l^-\sigma_j^-|E\rangle$. This average is 1 when the two lowered emitters are distinct and are the same two that are raised, and 0 otherwise. The pairing $i=j,\ k=l$ contributes $N(N-1)\Gamma_0^2$, and $i=l,\ k=j$ contributes $\sum_{i\ne j}|\Gamma_{ij}|^2$. Therefore

$$\dot W(0)=\sum_{i\neq j}|\Gamma_{ij}|^2-N\Gamma_0^2 .$$

A positive value guarantees that the emission first rises: a superradiant burst. Exchange does not enter this initial slope.

## (h) A chain of four emitters

**Take model emitters with wavelength 600 nm and real dipole 5 debye, spaced 60 nm apart on a line with dipoles perpendicular to it. Find the couplings and the burst.**

With $\omega_0=3.139\times10^{15}$ rad/s and $d=1.668\times10^{-29}$ C m,

$$\Gamma_0=\frac{(3.139\times10^{15})^3(1.668\times10^{-29})^2}{3\pi\varepsilon_0\hbar c^3}\ \text{s}^{-1}=3.63\times10^7\ \text{s}^{-1},$$

a lifetime of 27.5 ns. Light crosses the chain in $2.2\times10^{-8}$ of this time, so neglecting retardation is justified here.

For neighbours $\xi=2\pi\times60/600=0.628$ and $\theta=90^\circ$:

$$\frac{\Gamma_{12}}{\Gamma_0}=\frac32\Big[\frac{\sin0.6283}{0.6283}+\frac{\cos0.6283}{0.6283^2}-\frac{\sin0.6283}{0.6283^3}\Big]=0.923,$$

$$\frac{J_{12}}{\Gamma_0}=\frac34\Big[-\frac{\cos0.6283}{0.6283}+\frac{\sin0.6283}{0.6283^2}+\frac{\cos0.6283}{0.6283^3}\Big]=2.597 .$$

In SI units, $\Gamma_{12}=3.35\times10^7$ s$^{-1}$ and $J_{12}=9.43\times10^7$ rad/s. The static formula would give $3.024\,\Gamma_0$ for the exchange. The rotating part contributes $1.204\,\Gamma_0$ and the counter-rotating part $1.393\,\Gamma_0$, so in the multipolar coupling used here, dropping the latter would lose more than half of $J_{12}$. An isolated pair at this spacing has a bright rate $1.923\,\Gamma_0$ and a dark rate $0.077\,\Gamma_0$.

The numerical check also solves the Schrödinger equation for such a pair coupled to discretized field modes, with $\Gamma_0/\omega_0=10^{-5}$, the self-shift removed and at most one photon. It keeps the counter-rotating states and gives $J_{12}=2.596\,\Gamma_0$. After a time $0.5/\Gamma_0$ the symmetric state survives with probability 0.382, as the master equation predicts. These values use the cutoff $w$ of (e) with $a=R/(8c)$. At this coupling strength a higher cutoff dresses the emitters with more off-resonant photons and lowers them: $J_{12}$ is $2.594\,\Gamma_0$ at $a=R/(16c)$ and $2.586\,\Gamma_0$ at $a=R/(32c)$, where the survival is 0.381.

In the chain, $\Gamma_{ij}/\Gamma_0$ is 0.9227, 0.7099 and 0.4134 for first, second and third neighbours, which occur 3, 2 and 1 times. Each pair counts twice in the slope:

$$\frac{\dot W(0)}{\Gamma_0^2}=2\big[3(0.9227)^2+2(0.7099)^2+(0.4134)^2\big]-4=3.47 .$$

The emission rate starts at $4\Gamma_0$ and peaks at $4.25\,\Gamma_0$ after $0.144/\Gamma_0=4.0$ ns, a rise of about 6%. With exchange switched off in the calculation, the peak is $4.26\,\Gamma_0$ at $0.151/\Gamma_0$. Exchange lowers the peak by about 0.2% and moves it about 5% earlier, so it barely affects the peak for this chain.

The eigenvalues of $\Gamma$ range from $0.00008\,\Gamma_0$ to $3.32\,\Gamma_0$. Each is the instantaneous emission rate of one excitation shared according to that eigenvector. It need not remain the rate later, because exchange can mix the eigenvectors when the matrices $J$ and $\Gamma$ do not commute. In this chain they do not: the modes that decay exponentially are the eigenvectors of $J-i\Gamma/2$, and their rates range from $0.025\,\Gamma_0$ to $3.28\,\Gamma_0$.

## Computed values

```
wavelength = 600 nm
transition dipole = 5.0 debye
transition dipole = 1.6678e-29 C m
spacing = 60 nm
number of emitters = 4
w0 = 3.1394e+15 rad/s
k0*spacing = 0.6283 (no unit)
Gamma0 = 3.6298e+07 1/s
single-emitter lifetime = 27.55 ns
Gamma0*(chain length)/c = 2.18e-08 (no unit)
distance 60 nm: Gamma_ij = 0.9227 Gamma0, J_ij = 2.5971 Gamma0
distance 120 nm: Gamma_ij = 0.7099 Gamma0, J_ij = 0.3841 Gamma0
distance 180 nm: Gamma_ij = 0.4134 Gamma0, J_ij = 0.2891 Gamma0
nearest-neighbour Gamma_12 = 3.3492e+07 1/s
nearest-neighbour J_12 = 9.4271e+07 rad/s
static dipole-dipole value of J_12 = 3.0236 Gamma0
rotating part of J_12 = 1.204 Gamma0
counter-rotating part of J_12 = 1.393 Gamma0
pair bright-state rate = 1.9227 Gamma0
pair dark-state rate = 0.0773 Gamma0
J_12 from discretized field = 2.596 Gamma0
field model: Gamma0/w0 = 1e-05 (no unit)
symmetric survival at 0.5/Gamma0: field 0.3823, master eq. 0.3824
antisymmetric survival at 0.5/Gamma0: field 0.9616, master eq. 0.9621
largest amplitude difference = 4.7e-04 (no unit)
principal-value test error = 1.9e-13 Gamma0
double-commutator relative error = 2.6e-14
eigenvalues of Gamma matrix = 0.00008, 0.01572, 0.66386, 3.32034 Gamma0
initial emission rate = 4.000 Gamma0
initial slope of emission rate = 3.466 Gamma0^2
peak emission rate = 4.251 Gamma0
peak time = 0.145 /Gamma0
peak time = 3.99 ns
peak rate without exchange = 4.259 Gamma0
peak time without exchange = 0.150 /Gamma0
```
